# Triple Coalescence and the Convergence of Variational Bases for Helium

## Definitions and scope

The state is the singlet ground state of helium, with a fixed point nucleus of charge $Z=2$ and no relativistic or radiative terms. Hartree atomic units are used:
$$H=-\tfrac12\nabla^2+V,\qquad V=-\frac Z{r_1}-\frac Z{r_2}+\frac1{r_{12}},$$
where $\nabla^2=\nabla_1^2+\nabla_2^2$. Let
$$s=r_1+r_2,\quad t=r_2-r_1,\quad u=r_{12},\quad p=\frac us,\quad \tau=\frac ts,\quad R^2=r_1^2+r_2^2.$$
Exchange symmetry requires even powers of $t$. All bases carry $e^{-\kappa s}$, multiplied by these functions:

- **Hylleraas:** $s^l u^n t^{2m}$, with integers $l,n,m\ge0$.
- **Kinoshita type:** $s^k p^n\tau^{2m}$, with integers $k,n,m\ge0$. This permits negative powers of $s$ in the variables $s,t,u$. Negative powers of $u$, also possible in Kinoshita's form, are left out.
- **Half-integer:** the same, with $k=0,\tfrac12,1,\ldots$
- **Logarithmic:** the same with integer $k$, plus $s^k\ln s$ for $k\ge2$.

The triple coalescence is the point $R=0$, where both electrons meet the nucleus. The angular degree of $p^n\tau^{2m}$ is $n+2m$, and $N$ is the highest total power of length. A Hylleraas function of angular degree $d$ must have $k\ge d$; the other families have no such restriction.

With a fixed angular space, the Hylleraas and Kinoshita errors both fall asymptotically as $N^{-8}$, but with different prefactors. Half-integer powers and logarithms remove this radial bottleneck. Whether that pays at a given basis size depends also on angular truncation and on $\kappa$.

## Why a logarithm appears

Write $\psi/\psi(0)=1+\psi_1+\psi_2+\cdots$, ordered by powers of length. At the lowest order the Schrödinger equation requires $\tfrac12\nabla^2\psi_1=V$. Since $\nabla^2r_i=2/r_i$ and $\nabla^2r_{12}=4/r_{12}$ (both electrons contribute),
$$\psi_1=-Z(r_1+r_2)+\tfrac12r_{12}.$$
These are the two-particle cusps. The next order requires
$$\tfrac12\nabla^2\psi_2=V\psi_1-E.$$

Let $Y=\mathbf r_1\cdot\mathbf r_2=R^2y$, where $y$ depends on the five hyperangles. $Y$ is harmonic. In six dimensions,
$$\nabla^2(R^2\phi)=(12+\Lambda)\phi,$$
where $\Lambda$ is the self-adjoint angular Laplacian. Harmonicity of $Y$ means $\Lambda y=-12y$, so
$$\langle y|(12+\Lambda)\phi\rangle=12\langle y|\phi\rangle-12\langle y|\phi\rangle=0.$$
A purely quadratic $\psi_2$ therefore cannot balance any part of the source along $y$. A term $cY\ln R$ can. With $\nabla^2\ln R=4/R^2$ and $R\,\partial_RY=2Y$,
$$\nabla^2(Y\ln R)=\frac{4Y}{R^2}+2\,\frac{2Y}{R^2}=8y,
\qquad c=\frac{\langle y|V\psi_1\rangle}{4\langle y|y\rangle}.$$

To evaluate $c$, set $R=1$, $r_1=\sigma=\sin\alpha$, $r_2=\gamma=\cos\alpha$ and $x=\cos\theta_{12}$. The measure is $\sigma^2\gamma^2\,d\alpha\,dx$ and $y=\sigma\gamma x$. Hence
$$\langle y|y\rangle=\frac23\int_0^{\pi/2}\sigma^4\gamma^4d\alpha
=\frac23\cdot\frac1{16}\cdot\frac{3\pi}{16}=\frac{\pi}{128}.$$
Terms of $V\psi_1-E$ independent of $x$ drop out. The rest is
$$-Z(r_1+r_2)\left[\frac{r_{12}}{2r_1r_2}+\frac1{r_{12}}\right].$$
For $r_1<r_2$, the multipole series gives
$$\int_{-1}^1\frac{x\,dx}{r_{12}}=\frac{2r_1}{3r_2^2},\qquad
\int_{-1}^1\frac{x^2dx}{r_{12}}=\frac2{3r_2}+\frac{4r_1^2}{15r_2^3}.$$
Writing $r_{12}=(r_1^2+r_2^2-2r_1r_2x)/r_{12}$ then gives
$$\int_{-1}^1x\,r_{12}\,dx=\frac23\left(\frac{r_1^3}{5r_2^2}-r_1\right).$$
The regions $r_1<r_2$ and $r_1>r_2$ contribute equally, so
$$\begin{aligned}
\langle y|V\psi_1\rangle&=-\frac{4Z}3\int_0^{\pi/4}(\sigma+\gamma)
\left(\frac{\sigma^5}{10}-\frac{\sigma^3\gamma^2}{2}+\sigma^4\gamma\right)d\alpha\\
&=-\frac{4Z}3\int_0^{\pi/4}\left(\frac{\sigma^6}{10}+\frac{11\sigma^5\gamma}{10}
+\frac{\sigma^4\gamma^2}{2}-\frac{\sigma^3\gamma^3}{2}\right)d\alpha.
\end{aligned}$$
The four elementary integrals, without their coefficients, are
$$\frac{5\pi}{64}-\frac{11}{48},\qquad\frac1{48},\qquad\frac{\pi}{64}-\frac1{48},\qquad\frac1{24}.$$
Their weighted sum is $\pi/64-1/32=(\pi-2)/64$. Thus $\langle y|V\psi_1\rangle=-Z(\pi-2)/48$, and
$$\boxed{c=-\frac{2Z(\pi-2)}{3\pi}}$$
For helium $c=-0.48451\ \mathrm{bohr}^{-2}$, confirmed by direct hyperspherical quadrature.

The result comes from cross terms between nuclear attraction and electron repulsion. If the repulsion is multiplied by $\lambda$, then $c\propto Z\lambda$. At $\lambda=0$ the ground state is $e^{-Zs}$ and there is no logarithm. At large $Z$ lengths scale as $1/Z$, so the dimensionless coefficient $c/Z^2$ falls as $1/Z$: the singularity becomes a weaker part of the wavefunction.

## What each basis can represent at second order

In the basis variables,
$$Y=\frac{s^2}{4}(1+\tau^2-2p^2),\qquad
\ln R=\ln s+\tfrac12\ln\frac{1+\tau^2}{2}.$$
The singular dependence on size is thus $s^2\ln s$ times a simple polynomial. The other logarithm is smooth for $0\le\tau\le1$. Its nearest complex singularities are at $\tau=\pm i$, so polynomials in $\tau$ approximate it geometrically fast.

**Hylleraas** has four quadratic functions: $s^2,su,u^2,t^2$. These do not suffice even when $Y\ln s$ is supplied. Suppose $\psi_2=cY\ln s+q$, with $q$ a combination of the four. Using $\nabla^2s=2s/(r_1r_2)$, $|\nabla s|^2=2$ and $\nabla Y\cdot\nabla s=Ys/(r_1r_2)$,
$$\tfrac12\nabla^2(Y\ln s)=\frac{2Y}{r_1r_2}-\frac{Y}{s^2}.$$
Set $s=1$, where $r_1r_2=(1-\tau^2)/4$, and multiply the second-order equation by $1-\tau^2$. The last term contributes $-cp^2\tau^2/2$. Nothing else can cancel it: the Laplacians of $s^2$, $t^2$ and $u^2$ give no $p^2\tau^2$ term, that of $su$ is odd in $p$, and the even part of the source has no $p^2$. This would force $c=0$, a contradiction. Hylleraas functions therefore miss both the logarithm and part of the regular angular dependence at second order.

**Kinoshita-type** functions supply $s^2$ times any polynomial in $p,\tau^2$. They repair the angular defect but still lack $s^2\ln s$. **Half-integer** powers also lack it, but approximate it on a much finer scale near $s=0$. The **logarithmic** basis contains it.

## From missing functions to convergence rates

For a normalized exact state and a trial function $\psi+\delta$,
$$E_{\rm trial}-E=\frac{\langle\delta|H-E|\delta\rangle}{\langle\psi+\delta|\psi+\delta\rangle}.$$
The terms linear in $\delta$ vanish because $(H-E)\psi=0$. Suppose the basis fails to resolve $s<s_0$, where the missing function has size $s_0^a$, apart from logarithms. Its squared gradient is of order $s_0^{2a-2}$, and the six-dimensional volume is of order $s_0^6$. The kinetic error is therefore of order $s_0^{2a+4}$; the Coulomb contribution is smaller by one power of $s_0$. For a second-order defect, $a=2$ and the error is $s_0^8$.

### Integer powers with complete angular freedom

A radial model makes $s_0$ precise. Take $f=e^{-\kappa s}s^2\ln s$ and the norm
$$\|f\|^2=\int_0^\infty s^5(f'^2+\kappa^2f^2)\,ds.$$
The functions $S_n=e^{-\kappa s}L_n^{(4)}(2\kappa s)$ satisfy
$$-(s^5S_n')'+\kappa^2s^5S_n=\kappa(2n+5)s^4S_n,$$
and are orthogonal both with weight $s^4$ and in this norm. Let $b_n=\int s^4S_nf\,ds$ and
$$h_n=\int_0^\infty s^4S_n^2\,ds=(2\kappa)^{-5}\frac{(n+4)!}{n!}.$$
The squared error left by powers through $s^N$ is then
$$D_N=\sum_{n>N}\kappa(2n+5)\frac{b_n^2}{h_n}.$$

Rodrigues' formula and $n$ integrations by parts give
$$\int_0^\infty x^{a+4}e^{-x}L_n^{(4)}(x)\,dx
=\Gamma(a+5)\frac{(-1)^n}{n!}\prod_{j=0}^{n-1}(a-j).$$
A derivative with respect to $a$ inserts $\ln x$. At $a=2$ and $n\ge3$ the product vanishes, so the derivative must act on its zero factor. The remaining factors give $2(-1)^{n-3}(n-3)!$, and $\Gamma(7)=720$. The constant in $\ln s=\ln x-\ln(2\kappa)$ drops out by orthogonality. Hence
$$|b_n|=(2\kappa)^{-7}\,1440\,\frac{(n-3)!}{n!}.$$
At large $n$, $b_n^2\propto n^{-6}$, $h_n\propto n^4$ and the remaining factor grows as $n$. The summand falls as $n^{-9}$, and
$$D_N\simeq\frac{1440^2}{8(2\kappa)^8}N^{-8}.$$
This corresponds to $s_0\sim1/(\kappa N)$.

Finite $N$ introduces a shift. Expanding the factors to relative order $1/n$ replaces $n^{-9}$ by $(n+1/6)^{-9}$; summing from $N+1$ replaces $N$ by $N+2/3$. For $\kappa=1$ and $N=20$ the shifted estimate is $1012.5/20.67^8=3.0\times10^{-8}$. The full sum and an independent projection both give $3.11\times10^{-8}$ in the model norm.

### The Hylleraas restriction

For angular degree $d\ge3$, Hylleraas functions begin at $s^d$, although the wavefunction can require $s^2$. Consider the approximation of $e^{-\kappa s}s^2$ by
$$e^{-\kappa s}s^dL_m^{(2d+4)}(2\kappa s),\qquad m=0,1,\ldots,N-d.$$
These functions are orthogonal with weight $s^4$, and in the preceding norm with $d(d+4)\int s^3f^2ds$ added. The added term represents angular kinetic energy, and Hardy's inequality bounds it by a constant times $\int s^5f'^2ds$. It does not change the power law.

The same integration by parts, now with exponent $2-d$ relative to the Laguerre weight, gives a projection proportional to
$$\frac{(m+d-3)!}{m!\,(d-3)!}\sim m^{d-3}.$$
The squared norm grows as $m^{2d+4}$ and the energy factor as $m$. The contribution is thus
$$m\,m^{2(d-3)}\,m^{-(2d+4)}=m^{-9},$$
whose tail is again $N^{-8}$. Negative powers of $s$ improve the prefactor by removing this defect. They do not improve the exponent, because the logarithm remains.

### Half-integer and logarithmic functions

Half-integer functions are polynomials in $z=\sqrt s$. The factor $e^{-\kappa z^2}$ lets a polynomial of degree $n$ cover a range $z\sim\sqrt n$. Near the end of an interval of length $\ell$, such a polynomial resolves a distance $\ell/n^2$. Thus $z_0\sim n^{-3/2}$, $s_0\sim n^{-3}$, and the scaling estimate for the error is $s_0^8\sim n^{-24}$. The same argument for integer powers, with range $s\sim n$, returns $s_0\sim1/n$.

With $s^2\ln s$ included, a double logarithm can first enter at fourth order. The rotationally invariant harmonic polynomials have even degree, so the next resonance is there, and its source can already contain one logarithm. The pair $s^k,s^k\ln s$ is the limit of two merging powers, since $(s^{k+\epsilon}-s^k)/\epsilon\to s^k\ln s$. There are two functions per unit power, as in the half-integer basis, which suggests $s_0\sim n^{-3}$ again. For $s^4\ln^2s$, $a=4$ and the error estimate is $s_0^{12}\sim n^{-36}$.

Between 32 and 64 functions, the measured radial exponents are 8.07 for integers, 22.62 for half-integers and 33.45 for the double logarithm in the logarithmic basis. The last two support the scaling estimates but do not prove their asymptotic values.

## How large the effects are in helium

First hold the angular space fixed at the nine polynomials of degree at most four. The variational limit in this space is $-2.903723954$ hartree. Errors relative to it, with $\kappa=1.75\ \mathrm{bohr}^{-1}$ and $n$ radial functions, are in hartree:

| $n$ | Hylleraas | Kinoshita | Half-integer | Logarithmic |
|---:|---:|---:|---:|---:|
| 8 | $1.6\times10^{-6}$ | $1.5\times10^{-8}$ | $3.8\times10^{-10}$ | $3.3\times10^{-11}$ |
| 12 | $1.2\times10^{-7}$ | $8.0\times10^{-10}$ | unresolved | unresolved |
| 20 | $3.3\times10^{-9}$ | $1.8\times10^{-11}$ | unresolved | unresolved |

"Unresolved" means a difference of order $10^{-15}$ hartree, comparable with rounding. For Hylleraas, $n=N+1$ counts the powers at angular degree zero; higher degrees have fewer. At $n=20$ its error is about 180 times the Kinoshita error, although it has 157 functions against 180.

At $\kappa=1\ \mathrm{bohr}^{-1}$ the helium exponents, with $N$ shifted by $2/3$, are 8.05 for Kinoshita over powers 24 to 40 and 7.17 for Hylleraas over powers 20 to 30. The first is taken from differences of energies; errors relative to the limit give 7.9 over powers 20 to 40. Both agree with the predicted 8. The second is not yet asymptotic: it rises slowly, to 7.57 over powers 50 to 60, as expected for an exponent of 8 with a shift near 3.7 in place of $2/3$.

Adding a single function tests the cause. With Kinoshita powers through $s^{20}$ and $\kappa=1\ \mathrm{bohr}^{-1}$, the error is $1.702\times10^{-9}$ hartree. Adding $Y\ln s\,e^{-\kappa s}$ reduces it to $9.44\times10^{-12}$ hartree, a factor of 180. Adding $s^2\ln s\,e^{-\kappa s}$ with a constant angular factor leaves it at $1.702\times10^{-9}$ hartree. A logarithm helps here when it has the angular form demanded by the triple coalescence.

A separate variational wavefunction with several free logarithmic terms gives $c=-0.48448\ \mathrm{bohr}^{-2}$, against the derived $-0.48451\ \mathrm{bohr}^{-2}$. The coefficient was not imposed. This value uses the nine terms $s^2\ln s$ to $s^{10}\ln s$ and changes by about $10^{-5}$ with angular degree 4 to 8 or $\kappa$ from 1.5 to 2. With only five logarithmic terms it shifts by $1.4\times10^{-3}$, to $-0.4831\ \mathrm{bohr}^{-2}$.

## Angular truncation and comparison at equal size

A larger calculation with 720 functions gives $-2.903724377034$ hartree. This is a variational upper bound for the stated Hamiltonian, not an exact energy. Relative to it, angular degrees 4, 6 and 8 leave errors of $4.2\times10^{-7}$, $2.5\times10^{-9}$ and $1.9\times10^{-11}$ hartree. More radial functions cannot remove these errors.

The next comparison gives all four families the same number of functions. For the last three, radial index plus angular degree is bounded; for Hylleraas, total power is bounded. Errors relative to the 720-function energy, at $\kappa=1.75\ \mathrm{bohr}^{-1}$, are in hartree:

| Size | Hylleraas | Kinoshita | Half-integer | Logarithmic |
|---:|---:|---:|---:|---:|
| 22 | $2.9\times10^{-5}$ | $1.3\times10^{-5}$ | $1.5\times10^{-4}$ | $1.1\times10^{-5}$ |
| 95 | $8.0\times10^{-7}$ | $2.1\times10^{-8}$ | $9.5\times10^{-8}$ | $1.4\times10^{-8}$ |
| 161 | $2.2\times10^{-7}$ | $3.5\times10^{-9}$ | $1.6\times10^{-9}$ | $2.2\times10^{-10}$ |

At this common $\kappa$, half-integer powers are worst at size 22 and overtake Kinoshita between sizes 95 and 161. At size 22 their highest power is $s^2$, against $s^4$ for Kinoshita. The logarithmic basis is best at every size shown. Its error is smaller than Kinoshita's by a factor of only about 1.2 at size 22 and 1.5 at size 95, but by a factor of 16 at size 161.

These rankings belong to $\kappa=1.75\ \mathrm{bohr}^{-1}$, which does not suit all families equally. Hylleraas functions prefer a larger $\kappa$, about 2 to 2.5 at sizes 22 to 95, and half-integer functions a smaller one. When $\kappa$ is chosen separately for each family, the four errors at size 22 lie within a factor of two of one another. At sizes 95 and 161, half-integer powers then beat Kinoshita-type functions by factors of about 6 and 23, and the logarithmic basis beats them by about 11 and 64.

## Choosing and diagnosing a basis

For moderate accuracy, Hylleraas functions with an optimised $\kappa$ are sufficient: at sizes 22 and 50 their errors are within 40% of those of Kinoshita-type functions. The latter gain as the basis grows, by a factor of about 4 at size 95 with $\kappa$ chosen for each family, and need no new types of radial integral. For high accuracy, add $Y\ln s$ to Kinoshita-type functions early, then enlarge the angular space together with the radial one. At $\kappa=1.75\ \mathrm{bohr}^{-1}$ this one function lowers the Kinoshita error by factors of about 1.15, 4 and 23 at sizes 50, 95 and 161. In a Hylleraas basis the factor stays below 2 at all these sizes, because the restriction $k\ge d$ remains. Half-integer powers are useful when logarithmic integrals are inconvenient, provided $\kappa$ is chosen for them: at $\kappa=1.75\ \mathrm{bohr}^{-1}$ they do not beat Kinoshita functions at size 95, but at $\kappa=1.5\ \mathrm{bohr}^{-1}$ they do.

Vary the radial and angular limits separately. An error that stalls as radial functions are added points to angular truncation. A slow decrease near $N^{-8}$ in a sufficiently large angular space points to a second-order defect at the triple coalescence. With Kinoshita-type functions this is the missing logarithm; with Hylleraas functions the restriction $k\ge d$ gives the same power law and causes most of the error in the fixed-angular comparison above. Increasing $\kappa$ also helps to resolve the origin, since the leading model error contains $\kappa^{-8}$, but too large a value harms the description of the outer region. The ranking at finite size should therefore be rechecked when $\kappa$ is changed.

Flexible bases are nearly linearly dependent. In the radial model at $\kappa=1$, 20 half-integer functions reproduce $s^2\ln s\,e^{-\kappa s}$ with a relative squared error of $4.0\times10^{-20}$, or about $2\times10^{-10}$ in norm. Adding that logarithm to them would supply almost no independent direction. Orthogonalise such functions in extended precision before diagonalising; otherwise rounding can conceal the convergence that the basis was chosen to provide. The numerical output gives the remaining sizes and checks.

## Numbers as computed

```
log coefficient c, quadrature: -0.48450697 bohr^-2
log coefficient c, formula: -0.48450697 bohr^-2
radial tail above s^20, projection: 3.113868e-08 (model norm)
radial tail above s^20, Laguerre sum: 3.113868e-08 (model norm)
radial exponents from 32 to 64 functions (dimensionless):
  s^2 ln s by integer powers: 8.07
  s^2 ln s by half-integer powers: 22.62
  s^4 ln^2 s by powers and single logs: 33.45
  relative squared error, 12 functions: integer 2.77e-09, half 2.47e-15
  relative squared error, 20 functions: integer 4.06e-11, half 4.03e-20
  relative squared error, 32 functions: integer 8.85e-13, half 1.30e-24
trial energy, matrices: -2.28247788 hartree
trial energy, Cartesian gradients: -2.28247788 hartree
common angular functions: 9; kappa = 1.75 bohr^-1
fixed-angular limit: -2.903723954216 hartree
half/log limit difference: 8.9e-16 hartree
fixed-angular errors in hartree; n = radial functions
  n  Hylleraas  Kinoshita  half-integer  logarithmic
  8  1.64e-06  1.46e-08  3.77e-10  3.33e-11
 12  1.15e-07  8.04e-10  2.66e-15  2.22e-15
 16  1.60e-08  9.65e-11  0.00e+00  0.00e+00
 20  3.32e-09  1.81e-11  -4.44e-16  8.88e-16
helium exponent, Kinoshita, powers 24-40: 8.05
helium exponent, Hylleraas, powers 20-30: 7.17
Kinoshita error through s^20, kappa = 1 bohr^-1, in hartree:
  no logarithm: 1.702e-09
  plus r1.r2 ln s: 9.443e-12
  plus s^2 ln s, constant angle: 1.702e-09
log coefficient from wavefunction: -0.48448 bohr^-2
reference energy, 720 functions: -2.903724377034 hartree
half/log reference difference: 4.4e-16 hartree
  angular degree 4: error 4.23e-07 hartree
  angular degree 6: error 2.48e-09 hartree
  angular degree 8: error 1.88e-11 hartree
equal-size errors in hartree, kappa = 1.75 bohr^-1
  bound  size  Hylleraas  Kinoshita  half-integer  logarithmic
   4   22  2.89e-05  1.26e-05  1.50e-04  1.09e-05
   6   50  3.93e-06  8.19e-07  1.79e-06  7.26e-07
   8   95  8.04e-07  2.13e-08  9.54e-08  1.43e-08
  10  161  2.16e-07  3.52e-09  1.62e-09  2.22e-10
```
